# Mean free path of free electrons in copper from its resistivity: test program

```python
"""
Result under test: the free-electron mean free path at the Fermi level,
    lambda = v_F * tau = hbar * (3 pi^2 n)^(1/3) / (n e^2 rho),
is about 39 nm for n = 8.47e28 m^-3 and rho = 1.68 microohm cm.
n: electron density, rho: resistivity, tau: relaxation time,
k_F, v_F, E_F: Fermi wavenumber, speed and energy, e: elementary charge.
All calculations use SI units unless a variable is called dimensionless.
"""
import numpy as np
from scipy.constants import hbar, e, m_e, k as k_B, pi
from scipy.linalg import solve_banded

density = 8.47e28
resistivity = 1.68e-8
temperature = 300.0
thermal_energy = k_B * temperature

k_fermi = (3 * pi**2 * density) ** (1 / 3)
v_fermi = hbar * k_fermi / m_e
e_fermi = (hbar * k_fermi) ** 2 / (2 * m_e)
tau = m_e / (density * e**2 * resistivity)
path = v_fermi * tau


def path_formula(n, rho):
    return hbar * (3 * pi**2 * n) ** (1 / 3) / (n * e**2 * rho)


# State counting: integer triples label k-points in a periodic unit box.
radius = 60
axis = np.arange(-radius, radius + 1)
squares = (axis[:, None, None]**2 + axis[None, :, None]**2
           + axis[None, None, :]**2)
counted_density = 2 * np.count_nonzero(squares <= radius**2)
k_from_count = (3 * pi**2 * counted_density) ** (1 / 3)
assert abs(k_from_count / (2 * pi * radius) - 1) < 1e-3

# Stationary Boltzmann equation, integrated over the transverse k-plane.
# Dimensionless: x = k_x/k_F, shift = e E tau/(hbar k_F), kT/E_F = 0.02.
x = np.linspace(-3, 3, 2001)
step = x[1] - x[0]
reduced_t = 0.02
equilibrium = reduced_t * np.logaddexp(0, (1 - x**2) / reduced_t)


def solve_boltzmann(shift):
    """Solve F - shift * dF/dx = F_equilibrium by central differences."""
    bands = np.zeros((3, x.size))
    bands[0, 1:] = -shift / (2 * step)
    bands[1] = 1.0
    bands[2, :-1] = shift / (2 * step)
    return solve_banded((1, 1), bands, equilibrium)


finite_shift = 0.05
occupied = solve_boltzmann(finite_shift)
mean_x = np.sum(x * occupied) / np.sum(occupied)
assert abs(mean_x / (-finite_shift) - 1) < 1e-5

small_shift = 1e-4
change = solve_boltzmann(small_shift) - equilibrium
slope = -2 * x / (1 + np.exp(-(1 - x**2) / reduced_t))
first_order = small_shift * slope
assert np.max(np.abs(change - first_order)) < 0.01 * np.max(np.abs(first_order))


def boltzmann_conductivity(mass, tau_of_speed, half_window=30.0):
    """Integrate e^2 v_x^2 tau (-df/dE) over k, angle and both spins."""
    fermi_speed = hbar * k_fermi / mass
    half_width = half_window * thermal_energy / (hbar * fermi_speed)
    nodes, weights = np.polynomial.legendre.leggauss(400)
    k = k_fermi + half_width * nodes
    cosine, cosine_weights = np.polynomial.legendre.leggauss(8)
    speed = hbar * k / mass
    energy_offset = hbar**2 * (k**2 - k_fermi**2) / (2 * mass)
    minus_slope = 1 / (4 * thermal_energy
                       * np.cosh(energy_offset / (2 * thermal_energy))**2)
    v_x_squared = (speed[:, None] * cosine[None, :])**2
    angular = 2 * pi * (v_x_squared @ cosine_weights)
    integrand = (2 / (2 * pi)**3 * k**2 * angular
                 * tau_of_speed(speed) * minus_slope)
    return e**2 * half_width * np.sum(weights * integrand)


# Constant tau and constant mean free path must both give 1/rho, since
# only the relaxation time at the Fermi level matters. The tolerance
# covers thermal corrections of order (kT/E_F)^2.
sigma_tau = boltzmann_conductivity(m_e, lambda v: tau + 0 * v)
sigma_path = boltzmann_conductivity(m_e, lambda v: path / v)
assert abs(sigma_tau * resistivity - 1) < 1e-4
assert abs(sigma_path * resistivity - 1) < 1e-4
near_share = boltzmann_conductivity(
    m_e, lambda v: tau + 0 * v, half_window=5.0) / sigma_tau
assert near_share > 0.95

# Random collisions at a constant rate: average distance to a collision.
# The tolerance covers sampling noise and the finite time step.
rng = np.random.default_rng(7)
collision_chance = 0.01
flying = 20000
total_distance = 0.0
electrons = flying
while flying > 0:
    total_distance += flying * v_fermi * collision_chance * tau
    flying = np.count_nonzero(rng.random(flying) > collision_chance)
simulated_path = total_distance / electrons
assert abs(simulated_path / path - 1) < 0.04

# Invert the numerical conductivity for two masses: same mean free path.
for mass in (m_e, 1.5 * m_e):
    sigma_per_tau = boltzmann_conductivity(mass, lambda v: 1 + 0 * v)
    inverted_tau = 1 / (resistivity * sigma_per_tau)
    inverted_path = inverted_tau * hbar * k_fermi / mass
    assert abs(inverted_path / path_formula(density, resistivity) - 1) < 1e-4

# The product rho*lambda from the Fermi-surface form, and the final claim.
product = 3 * pi**2 * hbar / (e**2 * k_fermi**2)
assert abs(product * sigma_path / path - 1) < 1e-4
assert round(path * 1e9) == 39

spacing = density ** (-1 / 3)
current_density = 1e10
drift_speed = current_density / (density * e)
field = resistivity * current_density
assert abs(e * field * tau / m_e / drift_speed - 1) < 1e-10
thermal_speed = np.sqrt(3 * thermal_energy / m_e)
density_change = path_formula(1.01 * density, resistivity) / path - 1
assert abs(np.log1p(density_change) / np.log(1.01) + 2 / 3) < 1e-8

print(f"electron density n: {density:.3e} m^-3")
print(f"resistivity rho: {resistivity * 1e8:.2f} microohm cm")
print(f"resistivity rho in SI: {resistivity:.3e} ohm m")
print(f"elementary charge e: {e:.5e} C")
print(f"electron mass m: {m_e:.5e} kg")
print(f"reduced Planck constant hbar: {hbar:.5e} J s")
print(f"3 pi^2 n: {3 * pi**2 * density:.4e} m^-3")
print(f"Fermi wavenumber k_F: {k_fermi:.4e} m^-1")
print(f"Fermi speed v_F: {v_fermi:.4e} m/s")
print(f"Fermi energy E_F: {e_fermi / e:.3f} eV")
print(f"temperature for comparisons: {temperature:.0f} K")
print(f"thermal energy kT: {thermal_energy / e:.5f} eV")
print(f"ratio kT/E_F: {thermal_energy / e_fermi:.5f}")
print(f"n e^2 rho: {density * e**2 * resistivity:.4e} kg/s")
print(f"relaxation time tau: {tau:.4e} s")
print(f"mean free path lambda: {path:.4e} m")
print(f"mean free path lambda: {path * 1e9:.2f} nm")
print(f"product rho*lambda: {product:.3e} ohm m^2")
print(f"simulated mean flight distance: {simulated_path * 1e9:.1f} nm")
print(f"conductivity share within about 5 kT of E_F: {100 * near_share:.1f} %")
print(f"length n^(-1/3): {spacing * 1e9:.3f} nm")
print(f"lambda divided by n^(-1/3): {path / spacing:.0f}")
print(f"chosen current density: {current_density:.1e} A/m^2")
print(f"field at this current density: {field:.1f} V/m")
print(f"drift speed at this current density: {drift_speed:.3f} m/s")
print(f"drift speed / Fermi speed: {drift_speed / v_fermi:.2e}")
print(f"classical thermal speed: {thermal_speed:.3e} m/s")
print(f"length from classical speed: {thermal_speed * tau * 1e9:.2f} nm")
print(f"change of lambda for 1 % larger n: {100 * density_change:.2f} %")
print("all good")
```

It prints:

```
electron density n: 8.470e+28 m^-3
resistivity rho: 1.68 microohm cm
resistivity rho in SI: 1.680e-08 ohm m
elementary charge e: 1.60218e-19 C
electron mass m: 9.10938e-31 kg
reduced Planck constant hbar: 1.05457e-34 J s
3 pi^2 n: 2.5079e+30 m^-3
Fermi wavenumber k_F: 1.3586e+10 m^-1
Fermi speed v_F: 1.5729e+06 m/s
Fermi energy E_F: 7.033 eV
temperature for comparisons: 300 K
thermal energy kT: 0.02585 eV
ratio kT/E_F: 0.00368
n e^2 rho: 3.6527e-17 kg/s
relaxation time tau: 2.4939e-14 s
mean free path lambda: 3.9225e-08 m
mean free path lambda: 39.23 nm
product rho*lambda: 6.590e-16 ohm m^2
simulated mean flight distance: 39.1 nm
conductivity share within about 5 kT of E_F: 98.7 %
length n^(-1/3): 0.228 nm
lambda divided by n^(-1/3): 172
chosen current density: 1.0e+10 A/m^2
field at this current density: 168.0 V/m
drift speed at this current density: 0.737 m/s
drift speed / Fermi speed: 4.69e-07
classical thermal speed: 1.168e+05 m/s
length from classical speed: 2.91 nm
change of lambda for 1 % larger n: -0.66 %
all good
```
